# How Far Apart Must Hafnium–Oxygen Shells Be for EXAFS to Resolve Them?

Take two equal oxygen shells around a hafnium atom and record their extended X-ray absorption fine structure (EXAFS) from 3 to 12 Å⁻¹. If the shells are 0.11 Å apart, a single broadened shell reproduces the signal with an rms misfit of 1.9%, relative to the rms signal. If they are 0.175 Å apart, the misfit is 18%. The splitting has grown by a factor of 1.6 and the misfit by almost ten. What happens between these two distances?

## The estimate in three lines

The photoelectron travels to a neighbour at distance $R$ and back, so its wave acquires the phase $2kR$, where $k$ is its wavenumber. Two shells whose distances differ by $\delta$ have the relative phase $2k\delta$. Across data of width $\Delta k=k_{\max}-k_{\min}$ this phase changes by $2\delta\,\Delta k$.

If the change is small, the two signals keep nearly the same relation throughout the data and act as one. If it reaches half a turn, a pair that starts in step ends in opposition. Setting $2\delta\,\Delta k=\pi$ gives

$$\delta_*=\frac{\pi}{2\,\Delta k}=\frac{3.1416}{2\times 9.0\ \text{Å}^{-1}}=0.17\ \text{Å}=0.33\ \text{bohr}.$$

The choice of half a turn is a convention, so this is an estimate and not a threshold below which information vanishes. In what follows, "resolve" means that the signal of two shells shows a beat in $k$ or a double maximum in the Fourier transform, so that it no longer looks like one shell with Gaussian disorder of unknown size. The derivation below finds how close that event lies to $\delta_*$.

## The signal and its beat

Distances are in Å and wavenumbers in Å⁻¹. The energy above the absorption edge is $\hbar^2k^2/2m$, so the data run from 34 to 549 eV above it. In the single-scattering approximation, shell $j$ with $N_j$ atoms contributes

$$\chi_j(k)=A(k)\,\frac{N_j}{R_j^2}\,e^{-2R_j/\lambda}\,e^{-2k^2\sigma^2}\sin\!\left(2kR_j+\varphi(k)\right).$$

Here $\lambda$ is the mean free path, $\sigma^2$ the variance of the distance, and $A(k)$ and $\varphi(k)$ the scattering amplitude and phase. Both shells are oxygen, so they are given the same $A$ and $\varphi$; this neglects the weak dependence of scattering on the curvature of the wave.

Let the amplitudes be equal at first, and put the shells at $R_1=\bar R-\delta/2$ and $R_2=\bar R+\delta/2$. With $a=2k\bar R+\varphi$ and $b=k\delta$, the two sines are $\sin(a-b)$ and $\sin(a+b)$. In their sum the terms $\pm\cos a\sin b$ cancel, which leaves

$$\sin(a-b)+\sin(a+b)=2\cos(k\delta)\,\sin(2k\bar R+\varphi).$$

The pair looks like one shell at the mean distance, multiplied by the envelope $\cos(k\delta)$. This envelope first vanishes at

$$k_{\text{node}}=\frac{\pi}{2\delta}.$$

At $\delta=\delta_*$ the node lies at $k_{\text{node}}=\Delta k=9.0$ Å⁻¹. That is inside the present data, and in general it is inside whenever $\Delta k\ge k_{\min}$, that is $k_{\max}\ge2k_{\min}$. For the node to enter the data at all, the splitting must be at least

$$\delta_{\text{node}}=\frac{\pi}{2k_{\max}}=0.131\ \text{Å}.$$

If the amplitudes $a_1$ and $a_2$ differ, the squared envelope is $a_1^2+a_2^2+2a_1a_2\cos(2k\delta)$. Its minimum stays at the same $k$, but the envelope falls to $|a_1-a_2|$ instead of zero. For amplitudes in the ratio 3:4 this is one seventh of the in-phase sum.

## Why a small splitting hides

For small $x=k\delta$, the logarithm of the envelope is

$$\ln\cos x=-\frac{x^2}{2}-\frac{x^4}{12}-\dots$$

Extra disorder $s$ in a single shell multiplies its signal by $e^{-2k^2s}$. Matching the leading terms requires $2k^2s=k^2\delta^2/2$, so

$$s=\frac{\delta^2}{4}.$$

This is the variance of two equally populated positions at $\pm\delta/2$. To this order, a split shell and a broadened shell are the same thing. The difference begins with the term $x^4/12$, so for small splittings the misfit grows as $\delta^4$. From 0.11 to 0.175 Å this law alone would give a factor of about 6; the rest of the increase comes from beyond this order, because $k\delta$ is no longer small.

For $\delta=0.11$ Å, $\delta^2/4=0.0030$ Å². The best single shell, with amplitude, distance and variance all free, takes an extra variance of 0.0039 Å². It is larger because the quartic and higher terms make the true envelope fall faster than the leading Gaussian. At the half-turn splitting the envelope changes sign at 9.0 Å⁻¹, which a Gaussian cannot do, and the misfit reaches 18%.

These misfits were computed for the complex signal, in which each sine is replaced by $e^{2ikR}$, with $\sigma^2=0.005$ Å² and a $k^3$-weighted oxygen amplitude taken as flat apart from the disorder factor. Fitting the real sine instead gives nearly the same values, 1.8% and 17% for a mean distance of 2.135 Å and zero scattering phase. If the noise is spread evenly over the weighted spectrum, they give a rough gauge of the data quality required: a misfit of 1.9% is easily lost, one of 18% much less so.

They also show why the half-turn splitting is not a strict threshold. With low enough noise, a splitting of 0.11 Å leaves a trace. If the true disorder is known independently, the trace is larger still, because an unexplained variance of 0.0039 Å² is comparable with the assumed 0.005 Å².

## The dip in the Fourier transform

Suppose that $\varphi(k)$ has been removed and that the part of the sine varying as $e^{2ikR}$ has been kept. Let $u$ be the transform distance measured from $\bar R$, and $w(k)\ge0$ the weight, which includes any window and damping. Up to a constant factor, the transform of two equal shells is

$$S(u)=\int w\left(e^{-ik\delta}+e^{ik\delta}\right)e^{-2iku}\,dk=2\int w\cos(k\delta)\,e^{-2iku}\,dk,$$

with the integral taken over the data. To see whether $|S|$ has a minimum midway between the shells, expand the exponential,

$$e^{-2iku}=1-2iku-2k^2u^2+\dots,$$

and define $M_n=\int w\,k^n\cos(k\delta)\,dk$. Then

$$S(u)=2\left[M_0-2iuM_1-2u^2M_2+\dots\right].$$

The squared magnitude is the real part squared plus the imaginary part squared. Through order $u^2$ these contribute $M_0^2-4u^2M_0M_2$ and $4u^2M_1^2$, so

$$|S(u)|^2=4\left[M_0^2+4u^2\left(M_1^2-M_0M_2\right)+\dots\right].$$

There is a central dip when $M_1^2>M_0M_2$. The meaning of this condition appears when the products are written as double integrals. With $c=\cos(k\delta)$, and primes marking the second variable,

$$M_1^2-M_0M_2=-\frac12\iint w\,w'\,c\,c'\,(k-k')^2\,dk\,dk'.$$

To check this, expand $(k-k')^2=k^2+k'^2-2kk'$. The first two terms each give $M_0M_2$ and the last gives $-2M_1^2$; the factor $-\frac12$ then restores the left side.

If $\delta<\delta_{\text{node}}$, then $c$ and $c'$ are positive everywhere in the data, the integrand is non-negative, and the right side cannot be positive. No non-negative weight can therefore produce a central dip without a node in the data. This is a firm lower limit for equal shells within the model. A dip needs pairs of wavenumbers on opposite sides of the node, where $cc'<0$.

An upper limit on the onset follows for any weight symmetric about the centre of the data, $k_c=(k_{\min}+k_{\max})/2$. Choose $\delta=\pi/(2k_c)$, which puts the node at the centre, and write $k=k_c+\kappa$. Then

$$\cos(k\delta)=\cos\!\left(\frac{\pi}{2}+\kappa\delta\right)=-\sin(\kappa\delta).$$

This is odd in $\kappa$, so $M_0=0$. The remaining moment is $M_1=-\int w\,\kappa\sin(\kappa\delta)\,d\kappa$. Since $|\kappa|\delta\le\pi\Delta k/(4k_c)\le\pi/2$, the integrand is non-negative and $M_1$ is not zero. Hence $M_1^2>M_0M_2$, and a dip is present. As $\delta$ grows from zero, the first dip must appear in the interval

$$\frac{\pi}{2k_{\max}}\le\delta_{\text{dip}}<\frac{\pi}{k_{\min}+k_{\max}}.$$

For the present data this runs from 0.131 to 0.209 Å. The half-turn value is never below the lower end. It is no higher than the upper end if $2(k_{\max}-k_{\min})\ge k_{\min}+k_{\max}$, which means $k_{\max}\ge3k_{\min}$. Data from 3 to 12 Å⁻¹ meet this condition, so the estimate and the onset lie in the same interval and differ by less than a factor of 1.6. How close they are within it has to be computed.

## Comparison of estimate and onset

Solving $M_1^2=M_0M_2$ numerically for a flat weight gives an onset of 0.155 Å. A direct evaluation of the transform on either side of the midpoint gives the same value. Other conditions, changed one at a time from the flat, equal-shell case, give:

- disorder damping with $\sigma^2=0.005$ Å²: 0.164 Å;
- a Hann window, which tapers the data smoothly to zero at both ends: 0.172 Å;
- shell amplitudes in the ratio 3:4: 0.164 Å.

The damping factor $e^{-2k^2\sigma^2}$ is 0.91 at 3 Å⁻¹ and 0.24 at 12 Å⁻¹. It suppresses the data beyond the node, which supply the opposite sign that the dip requires, so the shells must be farther apart. All these values lie within about 11% of $\delta_*$, and none exceeds it. Combined conditions can exceed it: disorder damping together with a Hann window gives about 0.178 Å for equal shells and 0.19 Å for amplitudes in the ratio 3:4. For the conditions tried here, the onset for this data range is therefore 0.17 Å to within about 0.02 Å.

The agreement is not a universal law. With a flat weight and $k_{\min}$ held at 3 Å⁻¹, data ending at 9 Å⁻¹ have a half-turn splitting of 0.262 Å but a dip onset of 0.203 Å. For data ending at 16 Å⁻¹ the two values are 0.121 and 0.118 Å.

The limit $k_{\min}\to0$ shows the estimate failing in the other direction. There $\delta_*$ becomes equal to $\delta_{\text{node}}$, the node only touches the end of the data, and the inequality above forbids a central dip. The half-turn rule counts phase change alone, whereas the dip also depends on the relative phase at which the data begin.

A stricter criterion asks that the two shell signals be orthogonal over the data. Their normalized overlap is

$$\frac{1}{\Delta k}\left|\int_{k_{\min}}^{k_{\max}}e^{2ik\delta}\,dk\right|=\left|\frac{\sin(\Delta k\,\delta)}{\Delta k\,\delta}\right|.$$

At $\delta_*$ the argument is $\pi/2$ and the overlap is $2/\pi=0.64$. It first vanishes at $2\delta_*=0.35$ Å. At the half-turn splitting, equal shells with a flat weight already show a double maximum, but their fitted parameters remain correlated.

## Two maxima are not two distances

At $\delta_*$, with equal shells and a flat weight, the transform has two maxima separated by a dip of 30%, measured relative to the lower maximum. The maxima are 0.41 Å apart, although the shells are 0.17 Å apart.

The cause is interference. For a flat weight each shell gives a peak of shape $s_\pm=\sin x_\pm/x_\pm$ with $x_\pm=\Delta k\,(u\pm\delta/2)$. The integral over each exponential also leaves a phase fixed by the centre of the data, so the shells combine with relative phase $2k_c\delta$:

$$|S|^2=\Delta k^2\left[s_+^2+s_-^2+2s_+s_-\cos(2k_c\delta)\right].$$

With $k_c=7.5$ Å⁻¹ and $\delta=\delta_*$, this phase is 2.62 rad, or 150°, and its cosine is $-0.87$. The cross term removes intensity where the peaks overlap, mostly between the shells, and so pushes the maxima outward. A double maximum rules out a single shell with Gaussian disorder within this model, but it does not prove that there are two shells: one flat, continuous distribution of distances 0.40 Å wide also gives two maxima for these data. If two shells are known to be present, their distances have to come from a fit to the interfering signals.

## Hafnia films

Crystalline hafnia offers a case on each side of the estimate. The distances below are rough typical values, grouped into two shells. In the monoclinic phase hafnium has seven oxygen neighbours, represented by three at 2.08 Å and four at 2.19 Å. In the tetragonal phase it has eight, represented by four at 2.08 Å and four at 2.36 Å. The mean free path is taken as roughly 8 Å, and both cases include the disorder damping.

For the monoclinic-like pair the splitting is 0.11 Å, and the amplitude ratio of the far shell to the near one is

$$\frac43\left(\frac{2.08}{2.19}\right)^2e^{-2(0.11)/8}=1.17.$$

The splitting is below both $\delta_*$ and $\delta_{\text{node}}$, and the computed transform has a single maximum within 0.30 Å of the mean distance. For the tetragonal-like pair the splitting is 0.28 Å and the amplitude ratio is 0.72. The transform has two maxima with a dip of 46%. They are 0.47 Å apart, so here too their separation overstates the splitting.

Could longer data separate the monoclinic-like groups? The half-turn rule asks for

$$k_{\max}=k_{\min}+\frac{\pi}{2\delta}=17.3\ \text{Å}^{-1}.$$

Data at the hafnium L₃ edge end at the L₂ edge, roughly 1200 eV higher, which corresponds to 17.7 Å⁻¹ and a half-turn splitting of 0.107 Å. The range just suffices on paper. At 17.3 Å⁻¹, however, the assumed disorder leaves a factor $e^{-2(17.3)^2(0.005)}\approx0.05$ of the amplitude, before the noise of a film a few nanometres thick is considered. With this damping and no compensating weight, even noise-free data to 17.3 Å⁻¹ show a dip for equal shells only above about 0.13 Å. For equal shells, disorder therefore sets the limit before the next edge does. The monoclinic-like pair, with its amplitude ratio of 1.17, is harder: even with a flat weight and data up to the next edge its dip appears only above about 0.113 Å, and with the damping only above about 0.14 Å, so a splitting of 0.11 Å shows no dip in either case.

Real gate films depart from the model in several ways. Unequal shells and disorder each move the dip onset from 0.155 to about 0.164 Å, as found above. The part of the real sine that was dropped from the transform amounts to 4% of the retained part at the midpoint, for equal shells at the half-turn splitting, a mean distance of 2.15 Å and zero scattering phase. The spread of distances within each group and anharmonic disorder are not included. In the monoclinic phase each group spans roughly 0.1 Å, as much as the splitting itself, and the two groups nearly touch, so the two-shell picture is only a stand-in for that structure. In an amorphous film the distances form a continuous distribution, and the question of resolving two shells may lose its meaning. The numerical output below lists most of the values used here.

## Table of computed values

```
kmin: 3.0 1/angstrom
kmax: 12.0 1/angstrom
window width: 9.0 1/angstrom
energy above edge at kmin: 34.3 eV
energy above edge at kmax: 548.6 eV
half-turn splitting: 0.1745 angstrom
half-turn splitting: 0.330 bohr
relative phase change there: 3.1416 rad
beat node there: 9.00 1/angstrom
smallest splitting with a node: 0.1309 angstrom
signal overlap at half-turn splitting: 0.637
splitting of zero overlap: 0.3491 angstrom
dip onset, flat weight: 0.1551 angstrom
dip onset, direct transform: 0.1551 angstrom
dip onset, with disorder damping: 0.1635 angstrom
dip onset, Hann window: 0.1718 angstrom
dip onset, amplitudes 3:4, flat: 0.164 angstrom
window 3 to 9 1/angstrom: half-turn 0.2618, dip onset 0.2028 angstrom
window 3 to 16 1/angstrom: half-turn 0.1208, dip onset 0.1181 angstrom
dip depth at half-turn, equal, flat: 30.3 %
apparent peak separation there: 0.414 angstrom
dip depth at half-turn, 3:4, flat: 21.8 %
mirror term / main term there: 4.3 %
rough sigma2: 0.0050 angstrom^2
rough mean free path: 8.0 angstrom
damping factor at kmin: 0.914
damping factor at kmax: 0.237
monoclinic-like: 3 O at 2.08, 4 O at 2.19 angstrom
  splitting: 0.11 angstrom
  amplitude ratio far/near: 1.170
  dip depth: 0.0 %
tetragonal-like: 4 O at 2.08, 4 O at 2.36 angstrom
  splitting: 0.28 angstrom
  amplitude ratio far/near: 0.724
  dip depth: 45.7 %
  apparent peak separation: 0.467 angstrom
single-shell fit to two equal damped shells:
  rms misfit, monoclinic-like split: 1.86 %
  extra variance fitted: 0.00391 angstrom^2
  delta^2/4 for that split: 0.00302 angstrom^2
  rms misfit, half-turn split: 17.78 %
  extra variance fitted: 0.01402 angstrom^2
  rms misfit, tetragonal-like split: 73.29 %
rough L3-L2 gap: 1200 eV
largest k before next edge: 17.75 1/angstrom
half-turn splitting with that kmax: 0.107 angstrom
kmax needed for monoclinic-like split: 17.28 1/angstrom
```
